# Height and width of the Berry curvature peak in massive Dirac valleys

**Question.** A valley Hall calculation for monolayer MoS$_2$ needs the Berry curvature $\Omega(\mathbf k)$ summed over a mesh in the Brillouin zone. Before it is run one must choose the mesh, and afterwards one must decide whether the peak found at the valley centre is believable. How large should that peak be, how wide is it, and how do both change with the lattice constant, the hopping and the gap?

**Answer.** In the massive Dirac model the peak has magnitude $\Omega_0 = 2a^2t^2/\Delta^2$ and its width is set by $k_0 = \Delta/2at$. For parameters roughly typical of MoS$_2$ the peak magnitude is about $32\ \text{bohr}^2$, or about $9\ \text{Å}^2$, and $k_0$ is about $0.13\ \text{bohr}^{-1}$.

### Model and conventions

Hartree atomic units are used, $\hbar = m_e = e = 1$. The band edges lie at two inequivalent zone corners, the valleys, labelled $\tau = \pm1$. With $\mathbf k$ measured from the valley centre,

$$H = v(\tau k_x\sigma_x + k_y\sigma_y) + \frac{\Delta}{2}\sigma_z = \begin{pmatrix}\Delta/2 & v(\tau k_x - ik_y)\\ v(\tau k_x + ik_y) & -\Delta/2\end{pmatrix},\qquad v = at .$$

Here $a$ is the lattice constant, $t$ an effective hopping defined by $v = at$, and $\Delta > 0$ the full gap. The basis vectors $|\!\uparrow\rangle, |\!\downarrow\rangle$ are the conduction and valence states at $\mathbf k = 0$ and do not depend on $\mathbf k$. Spin and all other bands are left out for now.

For a normalised eigenvector $u(\mathbf k)$ of a nondegenerate band, the connection and curvature are

$$\mathbf A = i\langle u|\nabla_{\mathbf k}u\rangle,\qquad \Omega = \partial_xA_y - \partial_yA_x,\qquad \partial_j \equiv \partial/\partial k_j .$$

Differentiating $\langle u|u\rangle = 1$ shows that $\langle u|\partial_j u\rangle$ is purely imaginary, so $\mathbf A$ is real. Under $u \to e^{i\chi}u$ the connection becomes $\mathbf A - \nabla\chi$, and since a gradient has no curl, $\Omega$ is unchanged. Two derivatives with respect to a wavevector give $\Omega$ the dimension of area. Its meaning follows from Stokes' theorem: the Berry phase of a counterclockwise loop is $\gamma = \oint\mathbf A\cdot d\mathbf k = \int\Omega\,d^2k$, so $\Omega$ is phase per unit area of $k$-space. The opposite sign convention for $\mathbf A$ is also in use and reverses every sign below, so $2a^2t^2/\Delta^2$ is a statement about magnitude.

### Sum over states

In the curl of $\mathbf A$ the second-derivative terms $\langle u|\partial_x\partial_yu\rangle$ cancel. With $z = \langle\partial_xu|\partial_yu\rangle$ what remains is

$$\Omega = i(z - z^*) = i\,(2i\,\mathrm{Im}\,z) = -2\,\mathrm{Im}\,z .$$

For band $n$, insert $\sum_m|m\rangle\langle m| = 1$ into $z$. The term $m = n$ is a product of two imaginary numbers, hence real, and drops out. For $m \ne n$, differentiate $H|n\rangle = E_n|n\rangle$ and project on $\langle m|$; the term $\partial E_n\langle m|n\rangle$ vanishes by orthogonality, leaving

$$\langle m|\partial H|n\rangle + E_m\langle m|\partial n\rangle = E_n\langle m|\partial n\rangle \quad\Rightarrow\quad \langle m|\partial n\rangle = \frac{\langle m|\partial H|n\rangle}{E_n - E_m}.$$

Because $\partial_xH$ is Hermitian, $\langle\partial_xn|m\rangle = \langle m|\partial_xn\rangle^* = \langle n|\partial_xH|m\rangle/(E_n - E_m)$. Therefore

$$\Omega_n = -2\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\partial_xH|m\rangle\langle m|\partial_yH|n\rangle}{(E_n - E_m)^2}.$$

This already gives the scaling: two interband velocities over a squared energy gap. With two bands, $c$ and $v$, the numerator for $v$ is the complex conjugate of that for $c$, so $\Omega_v = -\Omega_c$ at every $\mathbf k$.

### The band edge

At $\mathbf k = 0$ the eigenvectors are $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$, split by $\Delta$. The derivatives are $\partial_xH = \tau v\sigma_x$ and $\partial_yH = v\sigma_y$, and the matrix elements are $\langle\uparrow|\sigma_x|\downarrow\rangle = 1$ and $\langle\downarrow|\sigma_y|\uparrow\rangle = i$. Then

$$\Omega_c(0) = -2\,\mathrm{Im}\,\frac{(\tau v)(iv)}{\Delta^2} = -\tau\,\frac{2v^2}{\Delta^2} = -\tau\,\Omega_0,\qquad \Omega_0 = \frac{2a^2t^2}{\Delta^2}.$$

Only the first derivatives of $H$ at $\mathbf k = 0$ entered. Terms of order $k^2$ added to the $2\times2$ Hamiltonian have zero gradient there and leave $\Omega_0$ exactly unchanged.

The two valleys have opposite signs because of time reversal. For spinless electrons $H(-\mathbf k) = H(\mathbf k)^*$, which the model obeys in the form $H_{-}(-\mathbf k) = H_{+}(\mathbf k)^*$, since $\sigma_y^* = -\sigma_y$. The eigenvectors at $-\mathbf k$ are the conjugates of those at $\mathbf k$, and each gradient becomes $-(\partial H)^*$. The two minus signs cancel, the numerator is conjugated, and $\Omega(-\mathbf k) = -\Omega(\mathbf k)$.

### Away from the edge

Write $k_x = k\cos\varphi$, $k_y = k\sin\varphi$. Since $\tau^2 = 1$, $\tau k_x + ik_y = \tau k(\cos\varphi + i\tau\sin\varphi) = \tau k e^{i\tau\varphi}$. The Pauli matrices anticommute and square to one, so $H^2 = \varepsilon^2$ with $\varepsilon = (v^2k^2 + \Delta^2/4)^{1/2}$, and the energies are $\pm\varepsilon$. Define $\cos\theta = \Delta/2\varepsilon$, $\sin\theta = vk/\varepsilon$. Then

$$H = \varepsilon\begin{pmatrix}\cos\theta & \tau e^{-i\tau\varphi}\sin\theta\\ \tau e^{i\tau\varphi}\sin\theta & -\cos\theta\end{pmatrix},\qquad u_c = \begin{pmatrix}\cos(\theta/2)\\ \tau e^{i\tau\varphi}\sin(\theta/2)\end{pmatrix}.$$

The first row of $Hu_c/\varepsilon$ is $\cos\theta\cos\frac\theta2 + \sin\theta\sin\frac\theta2 = \cos\frac\theta2$, and the second is $\tau e^{i\tau\varphi}(\sin\theta\cos\frac\theta2 - \cos\theta\sin\frac\theta2) = \tau e^{i\tau\varphi}\sin\frac\theta2$, so $Hu_c = \varepsilon u_c$. The angle $\varphi$ is undefined at $k = 0$, but it multiplies $\sin(\theta/2)$, which vanishes there, so this $u_c$ is smooth and Stokes' theorem applies. Moving the phase factor to the upper component gives a singular gauge and shifts $\gamma$ by $2\pi$.

The connection is

$$\mathbf A\cdot d\mathbf k = i\left[-\tfrac12\cos\tfrac\theta2\sin\tfrac\theta2\,d\theta + \tfrac12\sin\tfrac\theta2\cos\tfrac\theta2\,d\theta + i\tau\sin^2\tfrac\theta2\,d\varphi\right] = -\tau\sin^2\tfrac\theta2\,d\varphi .$$

On a circle of radius $k$ the angle $\theta$ is constant, and with $2\sin^2\frac\theta2 = 1 - \cos\theta$,

$$\gamma_c(k) = -\tau\pi(1 - \cos\theta),\qquad \cos\theta = \left(1 + \frac{k^2}{k_0^2}\right)^{-1/2},\qquad k_0 = \frac{\Delta}{2v}.$$

The connection is purely azimuthal and depends only on $k$, so $\Omega$ is isotropic and $d\gamma_c = 2\pi k\,\Omega_c\,dk$. Using $d\cos\theta/dk = -(k/k_0^2)(1 + k^2/k_0^2)^{-3/2}$,

$$\Omega_c(k) = \frac{\tau\pi}{2\pi k}\frac{d\cos\theta}{dk} = -\frac{\tau}{2k_0^2}\left(1 + \frac{k^2}{k_0^2}\right)^{-3/2} = -\tau\,\frac{2v^2\Delta}{(\Delta^2 + 4v^2k^2)^{3/2}} .$$

The last form follows from $1/2k_0^2 = 2v^2/\Delta^2$ and $1 + k^2/k_0^2 = (\Delta^2 + 4v^2k^2)/\Delta^2$. At $k = 0$ it reproduces $-\tau\Omega_0$.

### Scaling

Height and width are tied by $\Omega_0 = 1/2k_0^2$. As $k \to \infty$, $\cos\theta \to 0$ and $\gamma_c \to -\tau\pi$ whatever the parameters, so $\Omega_0$ is a fixed phase $\pi$ divided by the area $2\pi k_0^2$. When $\Delta \to 0$ the peak grows as $\Delta^{-2}$ and narrows as $\Delta$, approaching a delta function of weight $\pi$ whose shape no fixed mesh resolves. A sum of point values of $\Omega$ then fails: a mesh without a point at the valley centre steps over the peak, and one with a point there assigns the growing $\Omega_0$ to a cell of fixed area and overcounts it. Products of overlaps around mesh loops, introduced below, still return the enclosed phase modulo $2\pi$. When $\Delta \gg t$ the edge value is small, but $k_0$ then becomes comparable to or larger than the zone, and the linear model no longer describes the shape. The half maximum lies where $(1 + k^2/k_0^2)^{3/2} = 2$, at $k = k_0(2^{2/3} - 1)^{1/2}$.

The same velocity fixes the band mass. For small $k$, $\varepsilon = \frac\Delta2(1 + k^2/k_0^2)^{1/2} \approx \frac\Delta2 + \frac{\Delta k^2}{4k_0^2} = \frac\Delta2 + \frac{v^2k^2}{\Delta}$. Equating the last term to $k^2/2m^*$ gives $m^* = \Delta/2v^2$, hence

$$\Omega_0 = \frac{1}{m^*\Delta},$$

or $\hbar^2/m^*\Delta$ in other units. This shortcut holds only when the whole mass comes from the coupling of the two bands: a diagonal $k^2$ term changes $m^*$ and leaves $\Omega_0$ alone.

Taking the logarithmic derivative of $2a^2t^2/\Delta^2$ gives the sensitivity,

$$\frac{\delta\Omega_0}{\Omega_0} = 2\left(\frac{\delta a}{a} + \frac{\delta t}{t} - \frac{\delta\Delta}{\Delta}\right).$$

A relative error in the gap appears doubled in the peak, so a method that underestimates the gap at fixed $v$ overestimates the peak height. Because the total phase is fixed, the curvature in the tail, beyond $k = \sqrt2k_0$ for a small error, is then underestimated.

### The numbers

The chosen inputs are $a = 3.19$ Å, $t = 1.1$ eV and $\Delta = 1.66$ eV. With $1\ \text{bohr} = 0.529177$ Å and $1\ \text{Ha} = 27.21139$ eV,

$$a = 6.02823\ \text{bohr},\qquad t = 0.040424\ \text{Ha},\qquad \Delta = 0.061004\ \text{Ha}.$$

Then $v = at = 0.243687$ Ha bohr, $v^2 = 0.059383$, $\Delta^2 = 0.00372147$, and

$$\Omega_0 = \frac{2\times0.059383}{0.00372147} = 31.91\ \text{bohr}^2,\qquad 31.91\times0.280029 = 8.94\ \text{Å}^2 .$$

Equivalently, $t/\Delta = 0.66265$ gives $2(t/\Delta)^2 = 0.87821$, which multiplies $a^2 = 36.3395\ \text{bohr}^2$. The result is close to the cell area $\sqrt3a^2/2 = 31.47\ \text{bohr}^2 = 8.81\ \text{Å}^2$. That is a coincidence of the ratio $t/\Delta$, though a convenient one to remember.

The value was checked numerically without the formula. For neighbouring points $\langle u_j|u_{j+1}\rangle \approx 1 + \langle u|\nabla u\rangle\cdot d\mathbf k \approx e^{-i\mathbf A\cdot d\mathbf k}$, so $\gamma = -\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle$ around a closed loop. Each $u_j$ appears once as a bra and once as a ket, so arbitrary phases cancel. With eigenvectors from diagonalisation, given random phases, the phase of a small square about $\mathbf k = 0$ divided by its area is $-31.9138\ \text{bohr}^2$ for the conduction band at $\tau = +1$. The sum over states with numerical eigenvectors gives the same number, and $+31.9138$ for the valence band or for the other valley. A finite-difference second derivative of the conduction energy gives $m^* = 0.51365$, and $1/m^*\Delta = 31.9138\ \text{bohr}^2$.

The width scale is $k_0 = 0.061004/(2\times0.243687) = 0.12517\ \text{bohr}^{-1}$, and the half-maximum radius, found by root search, is $0.7664\,k_0 = 0.09593\ \text{bohr}^{-1}$. The shortest reciprocal vectors have length $b = 2\pi a/(\sqrt3a^2/2) = 4\pi/\sqrt3a$. The zone corner is the centre of an equilateral triangle of side $b$, so $|K| = b/\sqrt3 = 4\pi/3a = 0.69486\ \text{bohr}^{-1} = 5.55\,k_0$. An $N\times N$ mesh has spacing $b/N = \sqrt3\times5.55\,k_0/N$, which equals $k_0$ at $N$ near ten. A mesh several times finer than that resolves the peak, and on an unshifted mesh, one containing the zone centre so that its points have coordinates $j/N$ in the reciprocal basis, $N$ divisible by three puts a point on the corner itself, whose coordinates in the reciprocal basis are multiples of one third.

For light electron doping the edge value remains a fair guide. Take a chosen electron density $n = 10^{13}\ \text{cm}^{-2} = 2.8003\times10^{-4}\ \text{bohr}^{-2}$ shared by two valleys and two spins, so $n = 4\pi k_F^2/(2\pi)^2$ and $k_F = (\pi n)^{1/2} = 0.02966\ \text{bohr}^{-1} = 0.2370\,k_0$. Then $|\Omega(k_F)|/\Omega_0 = (1 + 0.2370^2)^{-3/2} = 0.921$, which is $29.40\ \text{bohr}^2$ or $8.23\ \text{Å}^2$. The Berry phase of the Fermi circle at $\tau = +1$, from the product of overlaps on a fine polygon, is $-0.0847$ rad, far from the $\pi$ of a massless cone. The sharp Fermi circle is a low-temperature picture: $E_F$ lies only $0.023$ eV above the band edge, less than $kT$ at 300 K, where the curvature averaged over the electrons is about $0.90$ of the peak.

### What limits the estimate

The inputs limit it first. A hopping given as $1.1$ eV covers $1.05$ to $1.15$ eV, which to first order changes $\Omega_0$ by the fraction $\delta\Omega_0/\Omega_0 = 2\,\delta t/t = 0.091$ either way, and the computed peak runs from $29.08$ to $34.88\ \text{bohr}^2$, or $8.14$ to $9.77\ \text{Å}^2$. About $9 \pm 1\ \text{Å}^2$ is what the rounding of $t$ alone allows. The gap matters more: $1.66$ eV is typical of semilocal density functionals, and at fixed $v$ gaps of $1.9$ and $2.4$ eV give $6.8$ and $4.3\ \text{Å}^2$. A $t$ fitted to the band dispersion also need not equal the interband matrix element that enters $\Omega_0$, so a calculation should be compared with $2v^2/\Delta^2$ built from its own gap and matrix element.

Spin-orbit coupling moves it by a similar amount. A simple extension shifts only the valence level, by $\lambda\tau s$ for spin $s = \pm1$. Since

$$\lambda\tau s\,\frac{1 - \sigma_z}{2} = \frac{\lambda\tau s}{2} - \frac{\lambda\tau s}{2}\sigma_z ,$$

and a constant does not alter eigenvectors, each spin block is the original model with $\Delta \to \Delta - \lambda\tau s$. For a chosen $\lambda = 0.075$ eV $= 0.002756$ Ha, the block $\tau s = +1$ has gap $0.058248$ Ha and $|\Omega(0)| = 35.01\ \text{bohr}^2 = 9.80\ \text{Å}^2$, and the block $\tau s = -1$ has gap $0.063760$ Ha and $29.21\ \text{bohr}^2 = 8.18\ \text{Å}^2$. The model thus gives two spin-resolved values, one above and one below the spinless peak, in the ratio $(0.063760/0.058248)^2 = 1.20$ whatever $t$ is; for $t = 1.1$ eV they lie on either side of $9\ \text{Å}^2$. The splitting also changes the doping estimate for holes. The valence levels are $2\lambda = 0.15$ eV apart, while holes at $n = 10^{13}\ \text{cm}^{-2}$ reach only about $0.05$ eV below the upper one, so at low temperature and within this model they fill one spin per valley. In the real monolayer the valence maximum at the zone centre, absent here, lies only about $0.1$ eV or less below the top and takes a share of the holes at room temperature. Then $n = 2\pi k_F^2/(2\pi)^2$, $k_F = \sqrt2\times0.2370\,k_0 = 0.335\,k_0$, and with the smaller gap of that block the curvature at $k_F$ is $0.84$ of its peak.

Remote bands add their own terms to the sum over states, each suppressed by its squared energy distance. The model omits them. With them $\Omega_c + \Omega_v = 0$ no longer holds exactly, and neither $\Omega_0 = 1/m^*\Delta$ nor the tie $\Omega_0 = 1/2k_0^2$ between height and width is guaranteed; multiband models with the same gap can differ from $9\ \text{Å}^2$ by tens of per cent.

The linear form of $H$ fails at larger $k$. A honeycomb lattice shows how; it is a test model and does not describe the orbitals of MoS$_2$. Take on-site energies $\pm\Delta/2$ and $H_{12} = -t_0f$, with $f = \sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}$, $\boldsymbol\delta_1 = (0, a/\sqrt3)$ and $\boldsymbol\delta_{2,3} = (\pm a/2, -a/2\sqrt3)$. At $\mathbf K = (4\pi/3a, 0)$ the phases are $1, e^{2\pi i/3}, e^{-2\pi i/3}$, so $f = 0$ and

$$\partial_xf = \frac{ia}{2}\left(e^{2\pi i/3} - e^{-2\pi i/3}\right) = -\frac{\sqrt3a}{2},\qquad \partial_yf = \frac{ia}{\sqrt3}\left(1 - \cos\frac{2\pi}{3}\right) = \frac{i\sqrt3a}{2}.$$

With $\mathbf q = \mathbf k - \mathbf K$, $H_{12} \approx \frac{\sqrt3}{2}at_0(q_x - iq_y)$, the $\tau = +1$ form with $v = \sqrt3at_0/2$. At $-\mathbf K$ the sign of $\partial_xf$ reverses, giving $\tau = -1$. Matching $v = at$ needs $t_0 = 2t/\sqrt3 = 0.046678$ Ha. Small-square phases give $\mp31.9138\ \text{bohr}^2$ at $\pm\mathbf K$, confirming that higher-order terms do not touch the edge value. At a distance $k_0/2$ along $x$ the Dirac value is $-22.84$, while the lattice gives $-22.80$ on the outer side and $-21.42$ on the inner side. The close agreement on the outer side is accidental: the two values amount to an overall reduction of about three per cent together with a direction-dependent part of similar size, and these nearly cancel on one side and add on the other.

The total phase $\pi$ is the least transferable result. Quadrature of the sum-over-states curvature over the unbounded plane gives $-1.000000\,\pi$, but the part outside radius $k$ is $\pi\cos\theta \approx \pi k_0/k$, which falls slowly. Only $0.2929\,\pi$ lies inside $k_0$ and $0.6611\,\pi$ inside $|K|/2$. That radius reaches the midpoint of the zone edge, a point equivalent to its own negative, where $\Omega(-\mathbf k) = -\Omega(\mathbf k)$ forces the curvature of a spinless lattice band to zero. On the honeycomb lattice the flux through the half zone around $\mathbf K$ is about $0.55\,\pi$. The valley flux is not quantised, and with further bands it need not even lie below $\pi$, so a value different from $\pi$ in a full calculation is no sign of error.

Two slips change $\Omega_0$ by fixed factors. If the Hamiltonian is written $m\sigma_z$ with $m = \Delta/2$, the result is $v^2/2m^2$, and putting $m$ in place of $\Delta$ in $2v^2/\Delta^2$ makes it four times too large. If $t$ is treated as a honeycomb hopping and $v = \sqrt3at/2$ is used, the result is too small by the factor $3/4$.

## Computed results

```
1 bohr = 0.529177 A; 1 bohr^2 = 0.280029 A^2; 1 Ha = 27.21139 eV
a = 3.19 A = 6.02823 bohr
t = 1.1 eV = 0.040424 Ha
gap = 1.66 eV = 0.061004 Ha
v = a t = 0.243687 Ha bohr = 3.5090 eV A
v^2 = 0.059383 Ha^2 bohr^2; gap^2 = 0.00372147 Ha^2
a^2 = 36.3395 bohr^2; t/gap = 0.66265; 2 (t/gap)^2 = 0.87821
Omega0 = 2 v^2/gap^2 = 31.9138 bohr^2 = 8.9368 A^2
Omega_c(0), tau=+1, plaquette = -31.9138 bohr^2 = -8.9368 A^2
Omega_c(0), tau=+1, sum over states = -31.9138 bohr^2 = -8.9368 A^2
Omega_v(0), tau=+1, sum over states = 31.9138 bohr^2 = 8.9368 A^2
Omega_c(0), tau=-1, sum over states = 31.9138 bohr^2 = 8.9368 A^2
m* formula = 0.51365 m_e; finite difference = 0.51365 m_e
1/(m* gap) = 31.9138 bohr^2 = 8.9368 A^2
cell area sqrt(3) a^2/2 = 31.4709 bohr^2 = 8.8128 A^2
k0 = gap/2v = 0.12517 1/bohr = 0.23653 1/A = 1.0000 k0
half-maximum radius = 0.09593 1/bohr = 0.18129 1/A = 0.7664 k0
|K| = 4 pi/3a = 0.69486 1/bohr = 1.31310 1/A = 5.5514 k0
k0/|K| = 0.1801; 2 pi k0^2 = 0.09844 1/bohr^2
total flux, conduction, tau=+1 = -1.000000 pi rad
flux inside k0 = -0.2929 pi rad
flux inside |K|/2 = -0.6611 pi rad
density n = 1.0e+13 1/cm^2 = 2.8003e-04 1/bohr^2
kF = sqrt(pi n) = 0.02966 1/bohr = 0.05605 1/A = 0.2370 k0
|Omega(kF)| = 29.4028 bohr^2 = 8.2336 A^2
|Omega(kF)|/Omega0 = 0.9213
Berry phase on Fermi circle, tau=+1 = -0.08465 rad
lambda = 0.075 eV = 0.002756 Ha
tau s = +1: gap = 0.058248 Ha = 1.585 eV
tau s = +1: |Omega(0)| = 35.0055 bohr^2 = 9.8025 A^2
tau s = -1: gap = 0.063760 Ha = 1.735 eV
tau s = -1: |Omega(0)| = 29.2143 bohr^2 = 8.1808 A^2
t = 1.05 eV (0.038587 Ha): |Omega(0)| = 29.0785 bohr^2 = 8.1428 A^2
t = 1.15 eV (0.042262 Ha): |Omega(0)| = 34.8810 bohr^2 = 9.7677 A^2
linear estimate 2 dt/t for dt = 0.05 eV: 0.0909
lattice hopping t0 = 0.046678 Ha = 1.2702 eV
lattice Omega_c(+K) = -31.9138 bohr^2 = -8.9368 A^2
lattice Omega_c(-K) = 31.9138 bohr^2 = 8.9368 A^2
lattice Omega_c(K + k0/2 along x) = -22.7951 bohr^2 = -6.3833 A^2
lattice Omega_c(K - k0/2 along x) = -21.4196 bohr^2 = -5.9981 A^2
Dirac Omega_c(k0/2) = -22.8356 bohr^2 = -6.3946 A^2
```
